\section*{Lead self-energy and energy-dependent coupling in a nonorthogonal basis}

\section{Where the overlap enters}

\textbf{Q:} In a tight-binding model I join a device to a lead with a fixed matrix $H_{DL}$. Why should overlapping orbitals make that coupling depend on energy?

\textbf{A:} Start from the equation of motion. Take a static one-electron (mean-field) Hamiltonian $\hat H$ and linearly independent localized orbitals $|j\rangle$, and write $|\psi\rangle=\sum_j\psi_j|j\rangle$. Projecting $(E-\hat H)|\psi\rangle=0$ on $\langle i|$ gives
\begin{equation}
\sum_j\,(E S_{ij}-H_{ij})\,\psi_j=0,\qquad S_{ij}=\langle i|j\rangle,\quad H_{ij}=\langle i|\hat H|j\rangle .
\end{equation}
The energy multiplies every element of $S$, including those that join a device orbital to a lead orbital. With $z=E+i\eta$, $\eta>0$, name the blocks of $zS-H$:
\begin{equation}
M_{DD}=zS_{DD}-H_{DD},\quad M_{LL}=zS_{LL}-H_{LL},\quad
K_{DL}=zS_{DL}-H_{DL},\quad K_{LD}=zS_{LD}-H_{LD}.
\end{equation}
Since $dK_{DL}/dz=S_{DL}$, the off-diagonal block varies with energy if and only if $S_{DL}\neq0$.

\textbf{Q:} That is a block of a matrix. Show me that it is what the device feels once the lead is gone.

\textbf{A:} Define the retarded Green function by $(zS-H)G=1$. Its device column obeys
\begin{align}
M_{DD}G_{DD}+K_{DL}G_{LD}&=1,\\
K_{LD}G_{DD}+M_{LL}G_{LD}&=0 .
\end{align}
The matrix $M_{LL}$ can be inverted: if $M_{LL}\phi=0$, then $z\,\phi^\dagger S_{LL}\phi=\phi^\dagger H_{LL}\phi$. The right side is real and $\phi^\dagger S_{LL}\phi>0$ for $\phi\ne0$, which contradicts $\eta>0$. So with $g=M_{LL}^{-1}$ the second line gives $G_{LD}=-gK_{LD}G_{DD}$, and the first becomes
\begin{equation}
\left[zS_{DD}-H_{DD}-\Sigma(z)\right]G_{DD}=1,\qquad
\Sigma(z)=K_{DL}(z)\,g(z)\,K_{LD}(z).
\label{eq:sigma}
\end{equation}
No approximation was made. With several leads, $M_{LL}$ is block diagonal provided that no orbital of one lead has a Hamiltonian or overlap element with another lead; the self-energies then add.

\textbf{Q:} Is the left factor not just the adjoint of the right one?

\textbf{A:} Not at complex $z$. Since $S$ and $H$ are Hermitian, $K_{LD}(z)^\dagger=z^*S_{DL}-H_{DL}=K_{DL}(z^*)$. The two agree only for $\eta\to0$ or $S_{DL}=0$. In a numerical test with a random Hermitian $H$ and a positive definite $S$, three device and six lead orbitals, and $z=0.4+0.3i$ in the units of $H$, $\Sigma$ was read off from the inverse of the whole matrix. Equation (\ref{eq:sigma}) reproduced it to a relative error of $10^{-15}$. Replacing the left factor by the adjoint gave an error of $6.5\%$, and replacing both factors by the blocks of $H$ gave $9\%$.

\section{Energy zero and choice of basis}

\textbf{Q:} If $S_{DL}$ is small, may I keep $H_{DL}$ and drop $zS_{DL}$?

\textbf{A:} First ask what $H_{DL}$ means. Move the energy zero by adding a constant $c$ to $\hat H$. Then $H\to H+cS$ and $z\to z+c$, so
\begin{equation}
K_{DL}\to(z+c)S_{DL}-(H_{DL}+cS_{DL})=K_{DL},\qquad H_{DL}\to H_{DL}+cS_{DL}.
\end{equation}
The combination is invariant; $H_{DL}$ alone is not. Dropping $zS_{DL}$ is a small error only if the zero lies close to the energies of interest, on the scale $|H_{DL}|/|S_{DL}|$.

The same rule handles bias. If the electrostatic energy is a constant $V$ over the orbitals at the junction, then $\langle d|V|l\rangle=VS_{dl}$ and the coupling is $(z-V)S_{DL}-H_{DL}$, with $H_{DL}$ taken at $V=0$.

\textbf{Q:} But I could orthogonalize the orbitals. Then the coupling is constant, and your energy dependence was an artefact.

\textbf{A:} It belongs to the basis, and $G_{DD}$ shows what survives the change. Remove from each device orbital its projection on the lead:
\begin{equation}
|\tilde d\rangle=|d\rangle-\sum_l|l\rangle X_{ld},\qquad X=S_{LL}^{-1}S_{LD}.
\end{equation}
The new overlap with the lead is $S_{LD}-S_{LL}X=0$, and the new Hamiltonian coupling is the constant $W=H_{LD}-H_{LL}X$. Because $S_{LL}X=S_{LD}$,
\begin{equation}
M_{LL}X-W=zS_{LD}-H_{LL}X-H_{LD}+H_{LL}X=K_{LD},
\label{eq:K}
\end{equation}
and likewise $K_{DL}=X^\dagger M_{LL}-W^\dagger$. Insert both in (\ref{eq:sigma}) and use $M_{LL}g=gM_{LL}=1$:
\begin{align}
\Sigma&=(X^\dagger M_{LL}-W^\dagger)\,g\,(M_{LL}X-W)\nonumber\\
&=X^\dagger M_{LL}X-X^\dagger W-W^\dagger X+W^\dagger gW\nonumber\\
&=zX^\dagger S_{LL}X-\left(X^\dagger H_{LL}X+X^\dagger W+W^\dagger X\right)+W^\dagger gW .
\label{eq:split}
\end{align}
Now compute the new device blocks. Since $S_{DL}X=X^\dagger S_{LD}=X^\dagger S_{LL}X$ and $H_{LD}=W+H_{LL}X$,
\begin{align}
\tilde S_{DD}&=S_{DD}-S_{DL}X-X^\dagger S_{LD}+X^\dagger S_{LL}X
=S_{DD}-X^\dagger S_{LL}X,\\
\tilde H_{DD}&=H_{DD}-H_{DL}X-X^\dagger H_{LD}+X^\dagger H_{LL}X\nonumber\\
&=H_{DD}-X^\dagger H_{LL}X-W^\dagger X-X^\dagger W .
\end{align}
Comparison with (\ref{eq:split}) gives
\begin{equation}
zS_{DD}-H_{DD}-\Sigma=z\tilde S_{DD}-\tilde H_{DD}-W^\dagger gW .
\end{equation}
So $G_{DD}$ is the same in both descriptions. The constant coupling is paid for by a changed device block and by device functions with tails in the lead, whose extent is set by $S_{LL}^{-1}$. What is not allowed is to mix the descriptions: original device blocks with a constant coupling.

\textbf{Q:} Does (\ref{eq:split}) say anything about high energies?

\textbf{A:} Yes. For a lead with a bounded spectrum, $g\to0$ as $|z|\to\infty$, so
\begin{equation}
\Sigma(z)/z\to X^\dagger S_{LL}X .
\end{equation}
With overlap the self-energy grows linearly, whereas for $S_{DL}=0$ it vanishes. A dispersion integral over the broadening therefore recovers $W^\dagger gW$ but misses the linear and constant terms.

\section{Which coupling sets the escape rate}

\textbf{Q:} Two couplings, $K$ and $W$. Which one belongs in a golden-rule rate?

\textbf{A:} Either gives the same broadening $\Gamma$, because the two have the same matrix element at the energy of the lead state. The escape rate of a single device orbital with a narrow level is $\Gamma/[\hbar(S_{DD}-d\,\mathrm{Re}\,\Sigma/dE)]$, so it equals $\Gamma/\hbar$ only for a normalized orbital and a slowly varying $\mathrm{Re}\,\Sigma$. By (\ref{eq:split}) the slope contains $X^\dagger S_{LL}X$: for weak $W$ and finite overlap the rate is $\Gamma/(\hbar\tilde S_{DD})$, which is $19\%$ above $\Gamma/\hbar$ for an overlap of $0.4$ with one orbital of an orthonormal lead. For strong coupling the golden rule fails altogether. Let $H_{LL}\phi_k=E_kS_{LL}\phi_k$ with $\phi_k^\dagger S_{LL}\phi_{k'}=\delta_{kk'}$. Completeness reads $S_{LL}\sum_k\phi_k\phi_k^\dagger=1$, and since $M_{LL}\phi_k=(z-E_k)S_{LL}\phi_k$,
\begin{equation}
g=\sum_k\frac{\phi_k\phi_k^\dagger}{z-E_k}.
\end{equation}
Multiply (\ref{eq:K}) at $z=E_k$ from the left by $\phi_k^\dagger$. The term $\phi_k^\dagger M_{LL}(E_k)$ vanishes, so
\begin{equation}
\phi_k^\dagger\left(H_{LD}-E_kS_{LD}\right)=\phi_k^\dagger W .
\end{equation}
The energy-dependent coupling and the constant one have the same matrix element on shell.

For the broadening $\Gamma=i(\Sigma-\Sigma^\dagger)$, the Hermitian bracket in (\ref{eq:split}) cancels, and $i(z-z^*)=-2\eta$:
\begin{equation}
\Gamma=W^\dagger aW-2\eta X^\dagger S_{LL}X,\qquad
a=i(g-g^\dagger)=\sum_k\frac{2\eta\,\phi_k\phi_k^\dagger}{(E-E_k)^2+\eta^2}.
\end{equation}
As $\eta\to0$, $a\to2\pi\sum_k\phi_k\phi_k^\dagger\delta(E-E_k)$, and therefore
\begin{equation}
\Gamma(E)=W^\dagger a(E)W=K_{DL}(E)\,a(E)\,K_{LD}(E).
\end{equation}

\textbf{Q:} At finite $\eta$ there is a negative term. Could the device gain particles from it?

\textbf{A:} No, because $\Gamma$ never acts alone. The anti-Hermitian part of the matrix inverted to give $G_{DD}$ is $i$ times
\begin{equation}
\eta S_{DD}+\tfrac12\Gamma=\eta\tilde S_{DD}+\tfrac12W^\dagger aW,
\end{equation}
and $\tilde S_{DD}$, an overlap matrix of independent functions, is positive definite.

\section{From self-energy to transmission}

\textbf{Q:} How would a wrong coupling show up in a current?

\textbf{A:} Attach a left lead $\ell$ and a right lead $r$, and take $\eta\to0$. Let $\phi$ be a state of the isolated left lead, $M_{\ell\ell}\phi=0$. With the device attached, $\psi_\ell=\phi-g_\ell K_{\ell D}\psi_D$ and $\psi_r=-g_rK_{rD}\psi_D$. The device row then reads
\begin{equation}
\left(M_{DD}-\Sigma_\ell-\Sigma_r\right)\psi_D+K_{D\ell}\phi=0
\quad\Rightarrow\quad\psi_D=-G_{DD}K_{D\ell}\phi .
\end{equation}
For the flux, use $i\hbar S\dot\psi=H\psi$ on the right-lead rows. The rate of change of $\psi_r^\dagger S_{rr}\psi_r$ is $2\,\mathrm{Re}\,\psi_r^\dagger S_{rr}\dot\psi_r$. The term with $H_{rr}$ is imaginary and drops out, and $\dot\psi_D=E\psi_D/(i\hbar)$, so the inflow through the junction is
\begin{equation}
J=2\,\mathrm{Re}\,\frac{\psi_r^\dagger(H_{rD}-ES_{rD})\psi_D}{i\hbar}
=-\frac2\hbar\,\mathrm{Im}\,\psi_r^\dagger K_{rD}\psi_D .
\end{equation}
The current operator thus contains the same $K$. Inserting $\psi_r^\dagger=-\psi_D^\dagger K_{Dr}g_r^\dagger$ and $2\,\mathrm{Im}\,x=-i(x-x^*)$,
\begin{equation}
J=\frac1\hbar\,\psi_D^\dagger K_{Dr}\,i(g_r-g_r^\dagger)K_{rD}\psi_D=\frac1\hbar\,\psi_D^\dagger\Gamma_r\psi_D .
\end{equation}
Summing over left-lead states per unit energy replaces $\sum_k\phi_k\phi_k^\dagger\delta(E-E_k)$ by $a_\ell/2\pi$. The flux per unit energy is $T/h$ with
\begin{equation}
T(E)=\mathrm{Tr}\left[\Gamma_r\,G_{DD}\,\Gamma_\ell\,G_{DD}^\dagger\right].
\end{equation}
A perfect one-dimensional mode carries velocity times density of states, $v\cdot1/(2\pi\hbar v)=1/h$, which is $T=1$.

\section{A nanotube junction}

\textbf{Q:} Give me a case with numbers.

\textbf{A:} Take a $(13,0)$ zigzag carbon nanotube of diameter $1.02$ nm, serving as both channel and leads, as in a transistor with doped tube extensions. Use one $\pi$ orbital per atom with its energy as zero, and rough nearest-neighbour values: hopping $t=-3.0$ eV, overlap $s=0.13$, bond length $0.142$ nm.

Each atom has two slanted bonds to one neighbouring ring and one axial bond to the other. For angular mode $q$ the slanted pair sums to $1+e^{2\pi iq/13}=e^{i\pi q/13}\,2\cos(\pi q/13)$, and the phase can be absorbed in the orbitals of the next ring. Each mode is thus a chain with alternating bond factors $b=2\cos(\pi q/13)$ and $1$, multiplying $t$ and $s$ alike. The lowest mode has $q=4$, $b=1.136$; $q=9$ has the same $|b|$ and is degenerate with it. Cutting an axial bond gives
\begin{equation}
K_2=K=zs-t\ \ \text{(across the cut)},\qquad K_1=bK\ \ \text{(first bond inside the lead)}.
\end{equation}

\textbf{Q:} And the self-energy of that semi-infinite chain?

\textbf{A:} Let $\psi_0$ be the last device atom and $\psi_1,\psi_2,\dots$ the lead. For a wave that gains a factor $\lambda$ every two atoms, $\psi_2=\lambda\psi_0$ and $\psi_3=\lambda\psi_1$, so
\begin{align}
K_2\psi_0+z\psi_1+K_1\psi_2=0&\ \Rightarrow\ z\psi_1=-(K_2+K_1\lambda)\psi_0,\\
K_1\psi_1+z\psi_2+K_2\psi_3=0&\ \Rightarrow\ (K_1+K_2\lambda)\psi_1=-z\lambda\psi_0 .
\label{eq:second}
\end{align}
Eliminating $\psi_1/\psi_0$ gives $(K_1+K_2\lambda)(K_2+K_1\lambda)=z^2\lambda$, or, after expanding and dividing by $K_1K_2\lambda$,
\begin{equation}
\lambda+\frac1\lambda=\frac{z^2-K_1^2-K_2^2}{K_1K_2}.
\end{equation}
The roots have product $1$; the retarded solution decays into the lead, $|\lambda|<1$. The lead responds as $\psi_1=-g_{11}K_2\psi_0$, hence
\begin{equation}
\Sigma=K_2g_{11}K_2=-K_2\frac{\psi_1}{\psi_0}=\frac{K_2(K_2+K_1\lambda)}{z}.
\end{equation}
In the band, $\lambda=e^{i\theta}$ as $\eta\to0$, and $\Gamma=-2\,\mathrm{Im}\,\Sigma$ is positive for the retarded root:
\begin{equation}
\Gamma=\frac{2bK^2|\sin\theta|}{|E|},\qquad \cos\theta=\frac{E^2-K^2(1+b^2)}{2bK^2}.
\end{equation}
In the gap $\lambda$ is real and $\Gamma=0$. At midgap, $\lambda\to-1/b$, and (\ref{eq:second}) gives $\Sigma=z\lambda/(b+\lambda)\to-z/(b^2-1)$: the lead then only renormalizes the end atom.

The edges of the gap lie at $\theta=\pi$, where $|E|=(b-1)K$. With $f=b-1=0.1361$,
\begin{equation}
E_c=\frac{f|t|}{1-fs}=\frac{0.4083}{0.9823}=0.416\ \text{eV},\qquad
E_v=-\frac{f|t|}{1+fs}=-0.401\ \text{eV}.
\end{equation}

\textbf{Q:} How much does $K$ move?

\textbf{A:} At $0.1$ eV above the conduction edge, $E=0.516$ eV and $K=3.0+0.13\times0.516=3.067$ eV. Then $\cos\theta=-0.9957$, $|\sin\theta|=0.0925$, and
\begin{equation}
\Gamma=\frac{2\times1.136\times3.067^2\times0.0925}{0.516}\approx3.83\ \text{eV}.
\end{equation}
Hold $g$ fixed and freeze the coupling at $H_{DL}$. With the zero at midgap, $\Gamma$ is multiplied by $(3.000/3.067)^2$ and becomes $3.67$ eV, $4\%$ too low. At $0.1$ eV below the valence edge, $K=2.935$ eV and the same freezing makes $\Gamma$ $4\%$ too high, $3.94$ instead of $3.77$ eV.

With the vacuum level as zero, and midgap roughly $4.5$ eV below it, $H_{DL}=-3.0-4.5\times0.13=-3.585$ eV. At $E=0.516$ eV above midgap this gives $\Gamma=5.24$ eV, $37\%$ too high. The physics is the same; only the origin of energy has moved.

\textbf{Q:} Does the current notice?

\textbf{A:} A uniform tube must transmit perfectly, so any reflection is an error. For a channel of $10.0$ nm and $301$ energies between $0.466$ and $0.766$ eV, below the next subband at $0.907$ eV, the correct coupling gave $T=1$ per mode to rounding. Freezing the two cut bonds at $H_{DL}$ gave a lowest value of $0.993$ with the midgap zero and $0.67$ with the vacuum zero. The frozen bonds differ from their neighbours and scatter.

\textbf{Q:} Perfect transmission could hide a compensating mistake.

\textbf{A:} So add a gate barrier $U_j$ rising as a squared sine of the atom index $j$ from zero at the channel ends to $0.15$ eV, with matrix elements $S_{ij}(U_i+U_j)/2$. Propagating an outgoing wave back through the chain and splitting it into incoming and reflected parts uses no self-energy. Both methods give $T=0.252$ at $E=0.516$ eV and $0.873$ at $0.616$ eV; a squared sine in axial position instead of atom index changes the second value to $0.870$. The local band edge at the top is $0.416+0.15=0.566$ eV, so the first electron tunnels and the second passes above the barrier with some reflection.

\section{What a real device changes}

\textbf{Q:} How far would you trust this for an actual nanotube transistor?

\textbf{A:} As a rough guide only: $t$ and $s$ are rough inputs, and the model keeps one $\pi$ orbital per atom with nearest neighbours. The assumption most easily broken is that the lead is the same tube. A metal contact with its Fermi level at midgap would present a barrier of about $0.4$ eV, and at $300$ K the thermal factor over it is very roughly $10^{-7}$; tunnelling can exceed this. At midgap the wave shrinks by $|\lambda|=1/b$ every two atoms, so even straight through the $47$ atom pairs of the $10$ nm channel the probability carries a factor $b^{-94}\approx6\times10^{-6}$. Equation (\ref{eq:sigma}) still holds for such a contact, but with the metal's own $g$, $H_{DL}$ and $S_{DL}$.

Scattering by phonons is absent. Estimating its effect as $\Lambda/(\Lambda+L)$, with rough mean free paths $\Lambda$ of $300$ nm for acoustic and $15$ nm for optical phonons, gives factors of $0.97$ and $0.60$; the second applies where electrons can emit optical phonons. Curvature tilts the $\pi$ orbitals, which by itself changes the gap by $-0.12$ eV. A rough $\sigma$ integral of $5$ eV cancels this almost completely in the direct hopping between the tilted orbitals, but the cancellation rests on that value and leaves out the mixing of $\pi$ with $\sigma$ states. Four-orbital ($s$, $p$) tight binding on the rolled tube, with two common parameter sets, lowers the gap by $0.07$ to $0.09$ eV. Even within tight binding the gap is thus uncertain at the $0.1$ eV level.

\textbf{Q:} Is the energy dependence then worth keeping here?

\textbf{A:} At the conduction edge $sE$ is $1.8\%$ of $|t|$. A rough second-neighbour hopping of $0.1$ eV, left out here, is $3.3\%$, but near the gap it mostly shifts all levels together. Over $10k_BT$ at $300$ K, $K$ changes by $0.034$ eV, about $1\%$. With the zero at midgap the dependence is a small correction for the uniform channel over the energies used above; with the gate barrier, freezing the cut bonds moves $T$ at $0.516$ eV from $0.252$ to $0.271$, about $7\%$. Within a few meV of the band edge, where the electrons are slow, frozen bonds reflect noticeably more. With the zero at vacuum, dropping $ES_{DL}$ spoils the junction. Keeping it costs one matrix addition per energy and removes the question of where the zero lies. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
GENERAL MATRIX TEST (relative error of Sigma)
derived formula: 9.2e-16
coupling frozen at H_DL: 0.090
left factor replaced by adjoint: 0.065
TUBE INPUTS AND BANDS
tube (13,0), mode q = 4, slanted factor = 1.1361
hopping = -3.00 eV, overlap = 0.13
bond = 0.142 nm, diameter = 1.018 nm
edge factor |1-b| = 0.1361
valence edge = -0.4013 eV, conduction edge = 0.4157 eV
gap = 0.8170 eV, next subband = 0.9066 eV
COUPLING AND SELF-ENERGY (zero at midgap)
K at E = 0: 3.0000 eV
E = -0.5013 eV: K = 2.9348 eV
  cos theta = -0.99532, sin theta = 0.09668
  Re Sigma = 2.2476 eV, Gamma = 3.7745 eV
  Gamma, H_DL frozen, midgap zero = 3.9440 eV
  Gamma, H_DL frozen, vacuum zero = 5.6321 eV
E = 0.5157 eV: K = 3.0670 eV
  cos theta = -0.99571, sin theta = -0.09252
  Re Sigma = -2.3940 eV, Gamma = 3.8343 eV
  Gamma, H_DL frozen, midgap zero = 3.6685 eV
  Gamma, H_DL frozen, vacuum zero = 5.2387 eV
E = 0.7157 eV: K = 3.0930 eV
  cos theta = -0.98459, sin theta = -0.17488
  Re Sigma = -1.5855 eV, Gamma = 5.3115 eV
  Gamma, H_DL frozen, midgap zero = 4.9967 eV
  Gamma, H_DL frozen, vacuum zero = 7.1355 eV
midgap from vacuum = -4.5 eV
H_DL: midgap zero -3.000, vacuum zero -3.585 eV
UNIFORM CHANNEL
length = 10.01 nm, dimers = 47
window = 0.4657 to 0.7657 eV
correct K: largest |T-1| = 7.1e-15
frozen, midgap zero: lowest T = 0.9932
frozen, vacuum zero: lowest T = 0.6735
GATE BARRIER, top = 0.15 eV
E = 0.5157 eV: T Green 0.25207, waves 0.25207
E = 0.6157 eV: T Green 0.87278, waves 0.87278
NEGLECTED EFFECTS (rough inputs)
curvature, pi part: gap change = -0.124 eV
with sigma integral 5.0 eV: gap change = -0.000 eV
second-neighbour hopping 0.10 eV, / |hopping| = 0.033
overlap change of K at band edge, / |hopping| = 0.018
ballistic fraction, acoustic path 300 nm: 0.97
ballistic fraction, optical path 15 nm: 0.60
midgap Schottky barrier = 0.409 eV, exp(-barrier/kT) = 1.4e-07
T = 300 K: kT = 0.02585 eV, K change over 10 kT = 0.0336 eV
\end{verbatim}
